# Energy Release Rate at the Edges of a Buckled Film Strip

To judge whether a buckled strip of thin film will peel further sideways, one must decide which energy to compare with the toughness of the interface. One candidate is the energy the buckle has released, divided by the debonded area. The other is the rate at which that energy grows as the strip widens. For the film computed below the first is 0.34 J/m² and the second 0.91 J/m², so an interface of toughness 0.6 J/m² would be called safe by one and failing by the other. Sideways growth is governed by the second.

Let the film have thickness $h$, Young's modulus $E$ and Poisson ratio $\nu$, and let it be debonded from a rigid substrate over a long straight strip $-b<y<b$. The coordinate $x$ runs along the strip. Before buckling, the film carries a stress of magnitude $\sigma$ across the strip, counted positive in compression. The displacements $v(y)$, in the plane, and $w(y)$, normal to it, are measured from the flat attached state. They do not depend on $x$, and there is no displacement along $x$. The film is linear elastic, its faces carry no load, and its slopes are small, though large enough that their squares count in the stretching strain

$$\varepsilon = v'+\tfrac12 w'^2 .$$

At the edges the film is clamped: $v=w=w'=0$ at $y=\pm b$.

Since the strain along $x$ does not change and the stress normal to the film vanishes, Hooke's law gives a change of tensile stress $\bar E\varepsilon$ across the strip, with $\bar E=E/(1-\nu^2)$. The tensile force per unit length is therefore

$$N=h(-\sigma+\bar E\varepsilon).$$

The stress along $x$ does no work, because the strain conjugate to it is fixed. The prestress along the strip thus drops out of the energy of a straight buckle, although it will matter for the stability of that buckle. Bending into a cylinder has stiffness $D=\bar Eh^3/12$. Per unit length of strip, the energy relative to the flat attached film is

$$\Pi=\int_{-b}^{b}\left[h\left(-\sigma\varepsilon+\tfrac12\bar E\varepsilon^2\right)+\tfrac12 D\,w''^2\right]dy .$$

Varying $v$ gives $N'=0$, so $N$ is uniform; write $N=-P$. Varying $w$ gives $\int(Nw'\,\delta w'+Dw''\,\delta w'')\,dy=0$. Integration by parts, with $\delta w=\delta w'=0$ at the clamps, turns this into

$$D\,w''''+P\,w''=0 .$$

With $q^2=P/D$ the general solution is a constant, a linear term, $\cos qy$ and $\sin qy$. For the even part, $w'(b)=0$ requires $\sin qb=0$, whose first nonzero root is $qb=\pi$. For the odd part, the two edge conditions require $\tan qb=qb$, whose first nonzero root, about 4.49, is larger. The lowest buckled state is therefore even:

$$w=\frac{\delta}{2}\left(1+\cos\frac{\pi y}{b}\right),\qquad P=\frac{\pi^2D}{b^2}=\sigma_c h,\qquad \sigma_c=\frac{\pi^2\bar E}{12}\left(\frac hb\right)^2 .$$

Here $\delta$ is the crest height and $\sigma_c$ the Euler stress of the clamped strip. In this model the compression across the film stays at $\sigma_c$ however large $\sigma$ was, and the excess is relaxed by the arc length of the buckle.

That relaxation fixes the height. From $N=-\sigma_ch$ the stretching strain is uniform, $\varepsilon=(\sigma-\sigma_c)/\bar E$. Integrating $\varepsilon=v'+\frac12w'^2$ across the strip removes $v$, which vanishes at both edges:

$$\frac{2b(\sigma-\sigma_c)}{\bar E}=\frac12\int_{-b}^{b}w'^2dy=\frac12\left(\frac{\pi\delta}{2b}\right)^2 b=\frac{\pi^2\delta^2}{8b}.$$

Hence $\delta^2=16b^2(\sigma-\sigma_c)/(\pi^2\bar E)$. Replacing $b^2$ by $\pi^2\bar Eh^2/(12\sigma_c)$ gives

$$\left(\frac{\delta}{h}\right)^2=\frac43\left(\frac{\sigma}{\sigma_c}-1\right).$$

A real height requires $\sigma\ge\sigma_c$. Below $\sigma_c$ this straight buckle does not exist. A flat film under the debond then stores the same energy as an attached one, and the release rate is zero, not the negative number that the final formula would return. This holds while the film stays flat; under equi-biaxial prestress it leaves the flat state slightly below $\sigma_c$, as shown further on.

The energy has two parts. With $\varepsilon=(\sigma-\sigma_c)/\bar E$, the stretching part of the integrand is

$$h\varepsilon\left(-\sigma+\tfrac12\bar E\varepsilon\right)=\frac{h(\sigma-\sigma_c)}{\bar E}\left(-\sigma+\frac{\sigma-\sigma_c}{2}\right)=-\frac{h(\sigma-\sigma_c)(\sigma+\sigma_c)}{2\bar E}.$$

For the bending part, multiply the equilibrium equation by $w$ and integrate by parts. The edge terms vanish and $D\int w''^2dy=P\int w'^2dy$. The bending energy is therefore $P$ times the shortening found above, or $2bh\,\sigma_c(\sigma-\sigma_c)/\bar E$. Adding the two parts over the width $2b$,

$$\Pi=-\frac{bh}{\bar E}(\sigma-\sigma_c)\left[(\sigma+\sigma_c)-2\sigma_c\right]=-\frac{bh}{\bar E}(\sigma-\sigma_c)^2 .$$

The released energy per unit length is $U=-\Pi=bh(\sigma-\sigma_c)^2/\bar E$.

Now let both edges advance by $db$. The new debonded area per unit length is $2\,db$, and the fixed substrate does no work on the film, so $G=\frac12\,dU/db$. The prestress is held fixed, but $\sigma_c$ is not: since it varies as $b^{-2}$, $d\sigma_c/db=-2\sigma_c/b$. Therefore

$$G=\frac{h}{2\bar E}\left[(\sigma-\sigma_c)^2-2b(\sigma-\sigma_c)\frac{d\sigma_c}{db}\right]=\frac{h}{2\bar E}(\sigma-\sigma_c)\left[(\sigma-\sigma_c)+4\sigma_c\right],$$

which is

$$\boxed{\,G=\frac{(1-\nu^2)h}{2E}\,(\sigma-\sigma_c)(\sigma+3\sigma_c),\qquad \sigma\ge\sigma_c\,}$$

The first term in the bracket is the average release $U/(2b)$. The second arises because a wider strip is more compliant, so that the film already detached relaxes further when the edge moves. Dividing released energy by area misses this second term.

The same result can be read from the loads at the edge, which shows where the two terms act. Move the right-hand edge alone by $db$. The clamping conditions now hold at the new position, so at the old position the fields change by $\delta v=-v'db$, $\delta w=0$ and $\delta w'=-w''db$. Because the film is in equilibrium, the energy changes through its density at the end and through the work terms there:

$$\frac{d\Pi}{db}=\left[h\left(-\sigma\varepsilon+\tfrac12\bar E\varepsilon^2\right)+\tfrac12Dw''^2\right]-Nv'-Dw''^2 .$$

At the edge $w'=0$, so $v'=\varepsilon$, and $Nv'=-h\sigma\varepsilon+h\bar E\varepsilon^2$. The terms in $\sigma$ cancel, leaving

$$G=-\frac{d\Pi}{db}=\frac{h\bar E\varepsilon^2}{2}+\frac{Dw''^2}{2}=\frac{(\Delta N)^2}{2\bar Eh}+\frac{M^2}{2D},$$

where $\Delta N=(\sigma-\sigma_c)h$ is the jump in force across the edge and $M=Dw''(b)$ the edge moment. From the cosine shape $w''(b)=\pi^2\delta/(2b^2)$, so $M=P\delta/2=\sigma_ch\delta/2$. Then

$$\frac{M^2}{2D}=\frac{\sigma_c^2h^2\delta^2}{8D}=\frac{12\,\sigma_c^2}{8\bar Eh}\cdot\frac{4h^2}{3}\,\frac{\sigma-\sigma_c}{\sigma_c}=\frac{2h\sigma_c(\sigma-\sigma_c)}{\bar E}.$$

This is the second term of the bracket, and the force term is the first. The ratio of the moment part to the force part is $4\sigma_c/(\sigma-\sigma_c)$: the moment dominates for $\sigma<5\sigma_c$ and the force beyond that.

For numbers, take round parameters: $E=300$ GPa, $\nu=0.30$, $h=200$ nm, $b=5$ µm and an equi-biaxial compression of 1.5 GPa. Then $\bar E=300/0.91=329.7$ GPa, and

$$\sigma_c=\frac{\pi^2}{12}(329.7\ \text{GPa})(0.04)^2=0.434\ \text{GPa},\qquad \frac{\sigma}{\sigma_c}=3.46 .$$

The crest height is $200\sqrt{\tfrac43(2.458)}=362$ nm. The force jump is $(1.066\ \text{GPa})(200\ \text{nm})=213$ N/m and the edge moment per unit length is 15.7 µN. These loads contribute 0.345 and 0.561 J/m². The formula gives the same sum directly:

$$G=\frac{200\times10^{-9}\ \text{m}}{2(329.7\times10^{9}\ \text{Pa})}\,(1.066\times10^9\ \text{Pa})(2.801\times10^9\ \text{Pa})=0.906\ \text{J/m}^2 .$$

The average release is 0.345 J/m², equal to the force part alone, as the algebra requires.

The prestress deserves more care than the other inputs. At fixed $b$, differentiating the formula gives $dG/d\sigma=h(\sigma+\sigma_c)/\bar E$. For these numbers $(\sigma/G)\,dG/d\sigma=1.94$, so a 5 % error in the prestress moves $G$ by nearly 10 %. The same logarithmic derivative, taken with $\sigma_c$ varying as its formula requires, is 1.12 for $h$, $-0.94$ for $E$, $-0.19$ for $\nu$ and $-0.12$ for $b$.

The derivation used small slopes, while the steepest rotation here is 0.114 rad. A numerical test solves a clamped beam with unrestricted rotations and linear laws for stretching and bending, assuming neither the cosine shape nor that the compression after buckling equals $\sigma_c$. Its $G$ is 0.9064 J/m², both from its edge loads and from the derivative of its energy with respect to width. Relative to the formula, the excess is 0.047 % at $h/b=0.04$. When $h$ is halved repeatedly at fixed $b$ and fixed $\sigma/\sigma_c$, it falls to 0.012, 0.003 and 0.0007 %. The deviation drops by about four at each halving, as expected of a leading-order result whose corrections are quadratic in $h/b$.

How $G$ varies with width, at fixed prestress and thickness, shows whether growth speeds up or slows down. Let $b_c$ be the half-width at which $\sigma_c=\sigma$, and let $G_0=h\sigma^2/(2\bar E)$. With $s=\sigma_c/\sigma=(b_c/b)^2$,

$$\frac{G}{G_0}=(1-s)(1+3s)=1+2s-3s^2 .$$

The derivative with respect to $s$, $2-6s$, vanishes at $s=\tfrac13$. Thus $G$ rises from zero at $b_c$ to a maximum of $\tfrac43G_0$ at $b=\sqrt3\,b_c$, then falls towards $G_0$. A numerical search with the unrestricted beam, at $h/b=0.005$ for the 5 µm strip, finds the maximum at $1.732\,b_c$ with height $1.3333\,G_0$. In the example $b_c=2.69$ µm and $G_0=0.683$ J/m², so the maximum is 0.910 J/m² at a half-width of 4.66 µm. The chosen strip lies just beyond it.

If the interface had a constant toughness, a strip that began to widen on the rising branch would accelerate, since $G$ grows as it spreads. On the falling branch the formula lets widening stop where $G$ has dropped to the toughness, provided this lies between $G_0$ and $\tfrac43G_0$. The strip must still be a stable straight buckle at that width. For this film the stability limit given below, $\sigma/\sigma_c=6.55$, narrows the interval to toughnesses between $1.235\,G_0$ and $\tfrac43G_0$, or 0.843 to 0.910 J/m². Interface toughness, however, generally depends on the mixture of opening and shear at the crack tip. The balance of moment and force at the edge changes with $\sigma/\sigma_c$, and that mixture changes with it. The value of $G$ is then the driving force, but a growth prediction also needs the toughness at the corresponding mixture.

The average release has its own use. When the end of a long strip advances steadily by $dl$ at constant width, it leaves behind an additional length $dl$ of finished buckle. The energy released is $U\,dl$ over an area $2b\,dl$, so the release rate averaged over the advancing end is

$$\frac{U}{2b}=\frac{h}{2\bar E}(\sigma-\sigma_c)^2=G_0(1-s)^2 .$$

Just above $\sigma_c$ this is quadratic in $\sigma-\sigma_c$, while the side value is linear, $G\simeq 2h\sigma_c(\sigma-\sigma_c)/\bar E$. For very wide strips both tend to $G_0$ within the straight-buckle model.

That model has a limited range, because a film compressed along $x$ as well can buckle with variation along the strip. Consider the flat debonded film under equal compression in both directions, and try $w\propto[1+\cos(\pi y/b)]\cos(\kappa x/b)$. Equating bending energy to the work of the compression gives a buckling stress

$$\frac{\sigma}{\sigma_c}=\frac{\pi^4+2\pi^2\kappa^2+3\kappa^4}{\pi^2(\pi^2+3\kappa^2)}\simeq1-\frac{\kappa^2}{\pi^2}\qquad(\kappa\ll1),$$

which is below one for $\kappa<\pi/\sqrt3\approx1.81$. A slow modulation therefore lowers the load, and $\sigma_c$ is the Euler stress of the straight mode, not the first buckling stress of this film. A fuller polynomial calculation gives a first buckling stress of $0.939\,\sigma_c$, with a wavelength of 26 µm along the 5 µm half-width strip.

Once formed, the straight buckle can be tested by the second variation of its plate energy, with clamped edges and disturbances periodic along $x$. Over the sampled wavelengths, from about $b$ to $126\,b$, it is stable for $1.05<\sigma/\sigma_c<6.55$ at $\nu=0.30$ and equi-biaxial prestress. The example, at 3.46, lies inside. With the prestress held at 1.5 GPa, the range corresponds to half-widths from about 2.8 to 6.9 µm. At $b=2b_c$ the formula gives 0.896 J/m² for a stable straight buckle. At $4b_c$ it gives 0.760 J/m², but there $\sigma/\sigma_c=16$, far beyond the value 6.55 at which a widening straight buckle loses its stability. The approach to $G_0$ is thus a limit of the formula which this film, left free to choose its shape, would not follow.

A real substrate is not rigid, so the film rotates and slides a little at its edge. The two act on $G$ in opposite directions. Sliding adds a length $\ell$ to the part of the film that supplies shortening and multiplies the moment part of $G$ by $1+\ell/b$; for $\ell=h$ alone $G$ rises from 0.906 to 0.929 J/m². Rotation lowers the buckling stress, and a rotation length $h$ alone brings $G$ down to about 0.88 J/m². Adding one thickness to the half-width gives both lengths the value $h$; $\sigma_c$ then falls from 0.434 to 0.401 GPa and the two effects nearly cancel, leaving 0.901 J/m². On an elastic substrate they are not equal: the sliding length is several thicknesses and grows as the substrate softens, while the rotation length stays near one thickness unless the substrate is very soft. An estimate with the edge compliances of an elastic half-space raises $G$ for this strip by about 8 % on a substrate as stiff as the film, 13 % at 170 GPa and 25 % at 70 GPa, and by a factor of about three on a polymer of 3 GPa. The rigid-substrate formula, its maximum of $\tfrac43G_0$ and the arrest interval above therefore understate the driving force unless the substrate is much stiffer than the film. If the blister is evacuated, one atmosphere amounts to 1.6 % of the pressure scale $\frac12D\delta(\pi/b)^4$ set by bending. Its effect on $G$ is larger. Raising the buckle against a pressure $p$ costs the work $p\int w\,dy=p\delta b$ per unit length, which to first order lowers $G$ by $\frac12p\,d(\delta b)/db=0.044$ J/m², or about 5 %. The surface stresses are a more serious concern. Bending contributes 2.36 GPa, so the upper surface at the crest carries a tension of $2.356-0.434=1.922$ GPa, and the upper surface at the edge a compression of 2.79 GPa. If the coating cracks or yields at such stresses, the elastic energy balance no longer applies. The numerical output lists these stresses with their units.

## Computed values

```
Young's modulus E: 300 GPa
Poisson ratio: 0.3
film thickness h: 200 nm
strip half-width b: 5 um
prestress sigma (compressive): 1.5 GPa
plane-strain modulus Ebar: 329.7 GPa
bending stiffness D: 0.2198 nN m
Euler stress sigma_c: 0.4338 GPa
sigma/sigma_c: 3.458
crest height: 362 nm
edge moment per length: 15.71 uN
drop of edge force per length: 213.2 N/m
membrane part of G: 0.3448 J/m2
bending part of G: 0.5612 J/m2
G from formula: 0.906 J/m2
G0 = h sigma^2/(2 Ebar): 0.6825 J/m2
G/G0: 1.327
width-averaged release U/(2b): 0.3448 J/m2
buckling half-width b_c: 2.689 um
half-width at largest G: 4.657 um
largest G: 0.91 J/m2
G at half-width 2 b_c: 0.8958 J/m2
G at half-width 4 b_c: 0.7598 J/m2
-- exact beam --
G from its edge loads: 0.906438 J/m2
G from its energy derivative: 0.906438 J/m2
its post-buckling stress: 0.4331 GPa
its largest rotation: 0.1137 rad
h/b = 0.0400: beam G/formula - 1 = 0.0466 %
h/b = 0.0200: beam G/formula - 1 = 0.0118 %
h/b = 0.0100: beam G/formula - 1 = 0.0029 %
h/b = 0.0050: beam G/formula - 1 = 0.0007 %
thin beam: b/b_c at largest G: 1.732
thin beam: largest G/G0: 1.3333
-- neglected effects --
sigma_c with half-width b+h: 0.4011 GPa
G with half-width b+h: 0.9011 J/m2
bending stress at surface: 2.356 GPa
largest surface tension: 1.922 GPa
largest surface compression: 2.79 GPa
1 atm/bending pressure scale: 1.634 %
flat equi-biaxial buckling/sigma_c: 0.9393
its wavelength along strip: 26.19 um
straight buckle: stability margin: 1.034
stable from sigma/sigma_c: 1.053
stable up to sigma/sigma_c: 6.552
```
